# Why ultrathin transparent films shift ellipsometric phase linearly but reflectance quadratically

**Question.** A transparent film begins to grow on a transparent substrate. Why does the ellipsometric phase respond in proportion to the film thickness $d$, while the normal-incidence reflectance responds in proportion to $d^2$, and how large is the difference for a film a few angstroms thick?

**Answer.**

## The mechanism: a small amplitude in quadrature

The bare substrate reflects a wave with a real amplitude $r_0$. A very thin lossless film changes it to $r_0(1+i\alpha d)$ with $\alpha$ real. Seen from the outer surface, where the phase is referred, the film takes the place of an equally thin layer of substrate. What changes is the polarization of that layer, by an amount proportional to $\varepsilon_1-\varepsilon_2$ at normal incidence. In lossless media this extra polarization is in phase with the surface field or opposite to it, and a thin sheet of polarization radiates a wave a quarter period out of step with itself. That is the factor $i$. The sign of $\alpha$ depends on the permittivities, so the film can advance the reflected phase as well as delay it. In the complex plane the added piece is perpendicular to $r_0$. It turns the amplitude by the angle $\alpha d$ but leaves its length unchanged to first order. A detector of intensity sees the length; an ellipsometer also sees the turn, provided that the two polarizations turn by different amounts.

To make this quantitative, let the ambient, film and substrate have permittivities $\varepsilon_0,\varepsilon_1,\varepsilon_2$. All are uniform, isotropic and nonmagnetic, the interfaces are sharp, and the substrate is semi-infinite, so there is no back-face reflection. Fields vary as $e^{-i\omega t}$, $z$ points into the substrate, and the film occupies $0<z<d$. In atomic units $k=\omega/c$. With incidence angle $\theta$, define

$$\xi=\sqrt{\varepsilon_0}\sin\theta,\qquad q_j=\sqrt{\varepsilon_j-\xi^2},\qquad n_j=\sqrt{\varepsilon_j}.$$

All fields share the lateral factor $e^{ik\xi x}$. Maxwell's equations are $\nabla\times\mathbf E=ik\mathbf H$ and $\nabla\times\mathbf H=-ik\varepsilon\mathbf E$.

For s polarization, set $E=E_y$ and $H=-H_x$. Eliminating $H_z=\xi E$ leaves

$$E'=ikH,\qquad H'=ik(\varepsilon-\xi^2)E .$$

For p polarization, set $H=H_y$ and $E=E_x$. Eliminating $E_z=-\xi H/\varepsilon$ leaves

$$H'=ik\varepsilon E,\qquad E'=ik\left(1-\frac{\xi^2}{\varepsilon}\right)H .$$

The ratios $Y=H/E$ for s and $Z=E/H$ for p are continuous across interfaces. The quotient rule gives, inside the film,

$$Y'=ik(\varepsilon_1-\xi^2-Y^2),\qquad
Z'=ik\left(1-\frac{\xi^2}{\varepsilon_1}-\varepsilon_1Z^2\right).$$

Only a transmitted wave exists in the substrate, so $Y(d)=q_2$ and $Z(d)=Z_2$, where $Z_j=q_j/\varepsilon_j$. In the ambient, just outside the film, $E=1+r_s$ and $H=q_0(1-r_s)$ for s, while $H=1+r_p$ and $E=Z_0(1-r_p)$ for p. Hence

$$r_s=\frac{q_0-Y(0)}{q_0+Y(0)},\qquad r_p=\frac{Z_0-Z(0)}{Z_0+Z(0)} .$$

The ellipsometric ratio is $\rho=r_p/r_s=\tan\Psi\,e^{i\Delta}$. Since $r_s$ refers to $E$ and $r_p$ to $H$, $\rho=-1$ at normal incidence. The opposite time convention would reverse the sign of $\Delta$.

## The linear phase formula

One step back through the film changes $Y$ by $-d\,Y'$. Since $q_1^2-q_2^2=\varepsilon_1-\varepsilon_2$,

$$\delta Y=-ikd(\varepsilon_1-\varepsilon_2).$$

Differentiating $r_s$ with respect to $Y$ and dividing by $r_s$ gives $\delta r_s/r_s=-2q_0\,\delta Y/(q_0^2-q_2^2)$, so

$$\frac{\delta r_s}{r_s}=2ikd\,q_0\frac{\varepsilon_1-\varepsilon_2}{\varepsilon_0-\varepsilon_2}.$$

The same steps for p give

$$\frac{\delta r_p}{r_p}=2ikd\,Z_0\,
\frac{1-\xi^2/\varepsilon_1-\varepsilon_1Z_2^2}{Z_0^2-Z_2^2}.$$

Both parts of this fraction factorize. With $D=\varepsilon_0\varepsilon_2-\xi^2(\varepsilon_0+\varepsilon_2)$,

$$Z_0^2-Z_2^2=\frac{\varepsilon_2^2(\varepsilon_0-\xi^2)-\varepsilon_0^2(\varepsilon_2-\xi^2)}{\varepsilon_0^2\varepsilon_2^2}
=\frac{(\varepsilon_2-\varepsilon_0)D}{\varepsilon_0^2\varepsilon_2^2}.$$

The numerator, multiplied by $\varepsilon_2^2$, is

$$-\varepsilon_2(\varepsilon_1-\varepsilon_2)+\xi^2\frac{\varepsilon_1^2-\varepsilon_2^2}{\varepsilon_1}
=(\varepsilon_1-\varepsilon_2)\left[\frac{\xi^2(\varepsilon_1+\varepsilon_2)}{\varepsilon_1}-\varepsilon_2\right].$$

Since $\delta\rho/\rho=\delta r_p/r_p-\delta r_s/r_s$, subtraction gives

$$\frac{\delta\rho}{\rho}=\frac{2ikd\,q_0(\varepsilon_1-\varepsilon_2)}{(\varepsilon_2-\varepsilon_0)D}
\left\{\varepsilon_0\left[\frac{\xi^2(\varepsilon_1+\varepsilon_2)}{\varepsilon_1}-\varepsilon_2\right]+D\right\}.$$

In the braces the terms $\varepsilon_0\varepsilon_2$ cancel, and so do the terms $\xi^2\varepsilon_0$. What remains is $\xi^2\varepsilon_2(\varepsilon_0/\varepsilon_1-1)=-\xi^2\varepsilon_2(\varepsilon_1-\varepsilon_0)/\varepsilon_1$. Therefore

$$\frac{\delta\rho}{\rho}=ia\,kd,\qquad
a=-\frac{2q_0\xi^2\varepsilon_2(\varepsilon_1-\varepsilon_0)(\varepsilon_1-\varepsilon_2)}
{\varepsilon_1(\varepsilon_2-\varepsilon_0)D}.$$

Because $\ln\rho=\ln\tan\Psi+i\Delta$, real permittivities and real $q_0,q_2$ (no total reflection) give $\delta\Delta=a\,kd$ and no first-order change of $\Psi$.

The factor $\xi^2$ shows why oblique incidence is needed. At normal incidence each amplitude still acquires a linear phase, but p and s acquire the same one, and it cancels in $\rho$.

The formula also limits what one phase reading can tell. To this order, thickness and film permittivity enter through the single combination $d(\varepsilon_1-\varepsilon_0)(\varepsilon_1-\varepsilon_2)/\varepsilon_1$, so the reading gives a thickness only if $\varepsilon_1$ is known.

## Why the reflectance has no linear term

For real permittivities and real $q_0,q_2$, the equations for $Y$ and $Z$ have the form $i$ times a real function, with real starting values. Complex conjugation therefore has the same effect as reversing the sign of $d$:

$$r(-d)=r(d)^* .$$

Negative $d$ is an algebraic continuation here, not a physical film. It follows that $|r(d)|^2=r(d)\,r(-d)$ is even in $d$, while the phase change is odd. The first correction to the linear phase law is thus of order $d^3$, and the first correction to a quadratic reflectance law is of order $d^4$. The argument holds for $R_s$ and $R_p$ at oblique incidence as well. The linear signal comes from measuring phase; tilting the beam does not by itself make $R_s$ or $R_p$ linear.

To find the quadratic coefficient at normal incidence, let the transmitted field at $z=d$ have $E=1$ and $H=n_2$. With $\beta=n_1kd$, the film equations give at $z=0$

$$E=\cos\beta-i\frac{n_2}{n_1}\sin\beta,\qquad H=n_2\cos\beta-in_1\sin\beta .$$

The incident amplitude is $(E+H/n_0)/2$. No energy is absorbed, so $1-R$ is the transmitted flux divided by the incident flux:

$$1-R=\frac{4n_0n_2}{|n_0E+H|^2}=\frac{4n_0n_2}{(n_0+n_2)^2+A\sin^2\beta}.$$

Here $\cos^2\beta=1-\sin^2\beta$ was used, and

$$A=\left(n_1+\frac{n_0n_2}{n_1}\right)^2-(n_0+n_2)^2
=\frac{(\varepsilon_1-\varepsilon_0)(\varepsilon_1-\varepsilon_2)}{\varepsilon_1}.$$

Subtracting the bare value $R_0$, obtained at $\beta=0$, gives

$$R-R_0=\frac{4n_0n_2A\sin^2\beta}{(n_0+n_2)^2[(n_0+n_2)^2+A\sin^2\beta]} .$$

For small $d$, $\sin^2\beta\approx\varepsilon_1k^2d^2$, and

$$R-R_0= b\,(kd)^2+O(d^4),\qquad
b=\frac{4n_0n_2(\varepsilon_1-\varepsilon_0)(\varepsilon_1-\varepsilon_2)}{(n_0+n_2)^4}.$$

The sign of $b$ adds something to the picture of the turning amplitude. A perpendicular addition alone could only lengthen $r$. Yet $b$ is negative when $\varepsilon_1$ lies between $\varepsilon_0$ and $\varepsilon_2$, as in an antireflection layer. The second-order amplitude, which is parallel to $r_0$, contributes at the same order and can outweigh the lengthening.

## What it amounts to in numbers

Take round model parameters: photon energy 2 eV, $\varepsilon_0=1$, $\varepsilon_1=5$, $\varepsilon_2=3$ and $\theta=50^\circ$. Then $k=1.0135\times10^{-3}$ Å$^{-1}$, $\xi^2=0.5868$, $q_0=0.6428$ and $D=3-4(0.5868)=0.6527$. The coefficients are

$$a=-\frac{2(0.6428)(0.5868)(3)(4)(2)}{5(2)(0.6527)}=-2.774,\qquad
b=\frac{4\sqrt3\,(4)(2)}{(1+\sqrt3)^4}=0.995 .$$

The phase therefore moves by $ak=-2.81\times10^{-3}$ rad per angstrom, or $-0.161^\circ$ per angstrom, from its bare value of $180^\circ$. The reflectance moves by $bk^2d^2=1.02\times10^{-6}$ at 1 Å. Relative to $R_0=0.0718$ this is $1.42\times10^{-5}$, about 200 times smaller than the phase change in radians. Since one change grows as $d^2$ and the other as $d$, this factor falls as $1/d$; at 3 Å it is about 66. It also depends strongly on the angle, through $\xi^2q_0/D$ in $a$: at 1 Å it is about 3.5 at $10^\circ$, 37 at $30^\circ$, 1060 at $58^\circ$ and 190 at $70^\circ$.

A numerical solution of the four boundary conditions confirms both laws. Doubling the thickness from 1 to 2 Å multiplies the phase change by 2.000 and the reflectance change by 4.000. The latter factor is also found for $R_s$ and $R_p$ at $50^\circ$. At 20 Å the phase change is $-3.193^\circ$ against $-3.222^\circ$ from the linear law, an excess of 0.9% relative to the full solution. The quadratic reflectance law is then 0.1% too high.

Suppose that each method resolves a dimensionless change $\eta$: radians for the phase, $|R-R_0|/R_0$ for the reflectance. The smallest detectable thicknesses are

$$d_\Delta=\frac{\eta}{|a|k},\qquad d_R=\frac1k\sqrt{\frac{\eta R_0}{|b|}} .$$

For $\eta=10^{-2}$ they are 3.6 and 26.5 Å; for $\eta=10^{-3}$ they are 0.36 and 8.4 Å. A tenfold better resolution lowers the phase limit tenfold, but the reflectance limit only by $\sqrt{10}$. Equal $\eta$ is a basis for comparison, not a statement about particular instruments. A value of 0.36 Å is an effective thickness in a continuum model, not a literal slab thinner than an atom.

## Where the contrast disappears or changes form

**Absorption.** At normal incidence the first-order result for $r_s$ gives, for a transparent ambient,

$$\frac{\delta R}{R_0}=2\,\mathrm{Re}\frac{\delta r_s}{r_s}
=-4kd\,n_0\,\mathrm{Im}\frac{\varepsilon_1-\varepsilon_2}{\varepsilon_0-\varepsilon_2}.$$

For a transparent film on an absorbing substrate, write the fraction as $1+(\varepsilon_1-\varepsilon_0)/(\varepsilon_0-\varepsilon_2)$. Then

$$\frac{\delta R}{R_0}=-4kd\,n_0\frac{(\varepsilon_1-\varepsilon_0)\,\mathrm{Im}\,\varepsilon_2}{|\varepsilon_2-\varepsilon_0|^2}.$$

For an absorbing film on a transparent substrate,

$$\frac{\delta R}{R_0}=4kd\,n_0\frac{\mathrm{Im}\,\varepsilon_1}{\varepsilon_2-\varepsilon_0}.$$

The reflectance is now linear in $d$. Changing $\varepsilon_2$ to $3+i$ gives a relative change of $-3.2\times10^{-3}$ at 1 Å; changing $\varepsilon_1$ to $5+i$ instead gives $+2.0\times10^{-3}$. Both are more than a hundred times the transparent value. For films of a few angstroms even weak absorption matters: with $\mathrm{Im}\,\varepsilon_2=0.01$ the linear term exceeds the quadratic one below about 2.8 Å, and for $\varepsilon_1=2.13$, $\varepsilon_2=15.2+0.16i$, roughly oxide on silicon at 2 eV, below about 3 Å. The quadratic law therefore needs transparency of both film and substrate at the probe wavelength, apart from an accidental cancellation of the linear term that can occur when both absorb and $(\varepsilon_1-\varepsilon_0)/(\varepsilon_2-\varepsilon_0)$ happens to be real.

**The Brewster angle.** The coefficient $a$ diverges at $D=0$, where the bare $r_p$ vanishes; here this is at $60^\circ$. (It also diverges as $\varepsilon_2\to\varepsilon_0$, where both bare amplitudes vanish, so the linear law needs a substrate that reflects appreciably, and as $\varepsilon_1\to0$.) The phase law requires $|a|kd\ll1$ and fails close to this angle. That condition is not enough by itself: $\delta r_s/r_s$ and $\delta r_p/r_p$ must each be small, since $a\,kd$ measures only their difference. For $\varepsilon_2=1.2$, $\theta=10^\circ$ and 20 Å, $a\,kd=-0.019$ while the full phase change is $-0.012$ rad. At the angle itself $\xi^2=\varepsilon_0\varepsilon_2/(\varepsilon_0+\varepsilon_2)$, so $Z_0^2=Z_2^2=1/(\varepsilon_0+\varepsilon_2)$. From $r_p\approx-\delta Z/(2Z_0)$, with $\delta Z=-d\,Z'$,

$$r_p\approx\frac{ikd}{2Z_0}\left(1-\frac{\xi^2}{\varepsilon_1}-\varepsilon_1Z_0^2\right)
=-\frac{ikd(\varepsilon_1-\varepsilon_0)(\varepsilon_1-\varepsilon_2)}{2\varepsilon_1\sqrt{\varepsilon_0+\varepsilon_2}} .$$

Dividing by the bare $r_s=(\varepsilon_0-\varepsilon_2)/(\varepsilon_0+\varepsilon_2)$ gives

$$\rho\approx ikd\,\frac{\sqrt{\varepsilon_0+\varepsilon_2}\,(\varepsilon_1-\varepsilon_0)(\varepsilon_1-\varepsilon_2)}{2\varepsilon_1(\varepsilon_2-\varepsilon_0)} .$$

The roles are exchanged: the modulus of $\rho$ is linear in thickness, while its phase stays near $\pm90^\circ$. In the example, 1 Å gives $|\rho|=8.1\times10^{-4}$ and a phase of $90.2^\circ$.

Just below this angle, at $59.9^\circ$, the linear law predicts a phase change of $-173^\circ$ for 10 Å, whereas the full solution gives $-70^\circ$. The first-order ratio $\rho\approx\rho_0(1+ia\,kd)$, with $\rho_0$ its bare value, has the phase change $\arctan(a\,kd)$. This is about $-72^\circ$ here and accounts for most of the discrepancy. The amplitude $\rho$ is still nearly linear in $d$, but its angle no longer is. The numerical output below lists this case at 10 Å only; its series of thicknesses from 1 to 20 Å is for the $50^\circ$ example.

## Table of computed values

```
photon energy: 2.0 eV
permittivities ambient, film, substrate: 1, 5, 3
incidence angle: 50.0 deg
Brewster angle: 60.00 deg
k in atomic units: 5.363455e-04 1/bohr
k: 1.013546e-03 1/angstrom
bare rho: -0.259694
bare normal-incidence R0: 0.071797
phase coefficient a (d Delta/d(kd)): -2.77396 rad
phase slope: -0.16109 deg/angstrom
reflectance coefficient b: 0.99485
reflectance b*k^2: 1.02198e-06 1/angstrom^2
d = 1 angstrom: phase change exact, linear: -0.16109, -0.16109 deg
d = 1 angstrom: R change exact, quadratic: 1.02198e-06, 1.02198e-06
d = 2 angstrom: phase change exact, linear: -0.32215, -0.32218 deg
d = 2 angstrom: R change exact, quadratic: 4.08788e-06, 4.08792e-06
d = 5 angstrom: phase change exact, linear: -0.80499, -0.80545 deg
d = 5 angstrom: R change exact, quadratic: 2.55477e-05, 2.55495e-05
d = 10 angstrom: phase change exact, linear: -1.60724, -1.61089 deg
d = 10 angstrom: R change exact, quadratic: 1.02169e-04, 1.02198e-04
d = 20 angstrom: phase change exact, linear: -3.19280, -3.22179 deg
d = 20 angstrom: R change exact, quadratic: 4.08333e-04, 4.08792e-04
phase change at 1 angstrom: -2.81148e-03 rad
relative R change at 1 angstrom: 1.42343e-05
factor on doubling 1 angstrom, phase: 1.99986
factor on doubling 1 angstrom, R: 3.99997
factor on doubling 1 angstrom, |rho| change: 3.99980
same factor, oblique R_s and R_p: 3.99996, 3.99998
normal-incidence phase of r at 10 angstrom, exact, linear: -0.020249, -0.020271 rad
control permittivities: substrate 3+1j, film 5+1j
relative R change at 1 angstrom, absorbing substrate: -3.23370e-03
relative R change at 1 angstrom, absorbing film: 2.04158e-03
|rho| at Brewster angle, 1 angstrom: 8.10834e-04
phase of rho there: 90.180 deg
phase change at 59.9 deg, 10 angstrom, exact, linear: -70.04, -172.89 deg
eta = 1e-02: phase-limited d exact, formula: 3.5578, 3.5568 angstrom
eta = 1e-02: R-limited d exact, formula: 26.5314, 26.5052 angstrom
eta = 1e-03: phase-limited d exact, formula: 0.3557, 0.3557 angstrom
eta = 1e-03: R-limited d exact, formula: 8.3825, 8.3817 angstrom
```
